# The smallest twist angle for integers (1, 2) in triangular bilayers

**Question**

I am working on an exercise about moiré superlattices. Two identical triangular layers lie on top of each other, and one is twisted until the bilayer is periodic again. The exercise gives the integers 1 and 2 and asks for the smallest twist angle associated with them.

My idea was to take the lattice vector with coefficients (1, 2), take the one with coefficients (2, 1), and find the angle between them. I used basis vectors of length $a$ with 120 degrees between them. Both vectors have length $\sqrt3\,a$, and the angle comes out as 60 degrees. But a triangular lattice turned by 60 degrees is the same lattice, so I have found no twist at all.

Where is the mistake? And once I have an angle, how do I know that it is the smallest one, that the whole bilayer repeats and not just one vector, and what this does for the electronic structure?

**Answer**

Your method is sound and your arithmetic is right. The integers, however, mean nothing until the basis is stated, and the exercise needs basis vectors at 60 degrees:

$$
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \mathbf a_1\cdot\mathbf a_2=\tfrac12a^2 .
$$

Your second basis vector was $\mathbf b_2=\mathbf a_2-\mathbf a_1$, with $\mathbf b_1=\mathbf a_1$. Since $\mathbf a_2=\mathbf b_1+\mathbf b_2$, the vector meant by the exercise is

$$
\mathbf a_1+2\mathbf a_2=3\mathbf b_1+2\mathbf b_2 ,
$$

which is (3, 2) in your basis, and its partner $2\mathbf a_1+\mathbf a_2=3\mathbf b_1+\mathbf b_2$ is (3, 1). You had picked a different pair of vectors. From here on I use the 60 degree basis, and both layers are rigid and flat, with the rotation axis through a site of each lattice.

**The angle**

Keep the integers general for a moment and write

$$
\mathbf v=m\mathbf a_1+n\mathbf a_2,\qquad \mathbf v'=n\mathbf a_1+m\mathbf a_2 .
$$

A rotation preserves length, so it can carry $\mathbf v'$ onto $\mathbf v$ only if the two are equally long. They are:

$$
|\mathbf v|^2=m^2a^2+2mn\,\mathbf a_1\cdot\mathbf a_2+n^2a^2=a^2(m^2+mn+n^2),
$$

and exchanging $m$ and $n$ changes nothing. The scalar product is

$$
\mathbf v\cdot\mathbf v'=mn\,a^2+(m^2+n^2)\,\mathbf a_1\cdot\mathbf a_2+nm\,a^2=\tfrac12a^2(m^2+4mn+n^2).
$$

Dividing by the squared length gives

$$
\cos\theta=\frac{m^2+4mn+n^2}{2(m^2+mn+n^2)} .
$$

For $m=1$, $n=2$ the squared length is $(1+2+4)a^2=7a^2$ and the scalar product is $\tfrac12(1+8+4)a^2=6.5\,a^2$. Therefore

$$
\cos\theta=\frac{6.5}{7}=\frac{13}{14}=0.928571,\qquad \theta=21.787^\circ\approx21.8^\circ .
$$

You can check this without the cosine formula. In Cartesian components,

$$
\mathbf v=a(2,\sqrt3),\qquad \mathbf v'=a\left(\tfrac52,\tfrac{\sqrt3}{2}\right).
$$

The first points at $\arctan(\sqrt3/2)=40.893^\circ$ from the $x$ axis and the second at $\arctan(\sqrt3/5)=19.107^\circ$. The difference, 21.787 degrees to within the rounding of the two directions, is the same angle. It also fixes the sense: an anticlockwise turn by $\theta$ takes $\mathbf v'$ to $\mathbf v$.

**Why it is the smallest**

The lattice contains other vectors of length $\sqrt7\,a$, and a rotation between any two of them also produces a common vector. To find them all, solve $i^2+ij+j^2=7$ in integers. Multiplying by 4 and completing the square gives

$$
(2i+j)^2+3j^2=28 .
$$

Now go through the values of $j$:

- $j=0$ would need $(2i)^2=28$, which is impossible.
- $j=\pm1$ needs $2i+j=\pm5$. The solutions are $(2,1)$, $(-3,1)$, $(3,-1)$ and $(-2,-1)$.
- $j=\pm2$ needs $2i+j=\pm4$. The solutions are $(1,2)$, $(-3,2)$, $(3,-2)$ and $(-1,-2)$.
- $j=\pm3$ needs $2i+j=\pm1$. The solutions are $(-1,3)$, $(-2,3)$, $(2,-3)$ and $(1,-3)$.
- $|j|\ge4$ makes $3j^2$ at least 48, which is too large.

There are twelve vectors. A 60 degree turn sends $\mathbf a_1$ to $\mathbf a_2$ and $\mathbf a_2$ to $\mathbf a_2-\mathbf a_1$, so it sends $(i,j)$ to $(-j,i+j)$. Applying it repeatedly to $(2,1)$ gives six of the twelve, and applying it to $(1,2)$ gives the other six. Their directions are thus $19.107^\circ+60^\circ k$ and $40.893^\circ+60^\circ k$, with integer $k$.

The rotations connecting them are $60^\circ k$ and $\pm\theta+60^\circ k$. The first kind lays the lattice on itself, which is what you found. Among the second kind, the smallest size is $\theta=21.787^\circ$, and the next is $60^\circ-\theta=38.213^\circ$. This settles the word "smallest" for the integers (1, 2).

The cosine formula does not do this selection for you. For (1, 4) it gives $\cos\theta=33/42$ and an angle of 38.213 degrees. A turn by that angle produces the same lattice as a turn by $38.213^\circ-60^\circ=-21.787^\circ$, so the smaller twist has size 21.787 degrees. For two different positive integers, whenever the formula returns more than 30 degrees, subtract the result from 60. This gives the smallest twist for that length if the lattice has only twelve vectors of the length, as here. Some lengths have more: (1, 9) and (5, 6) both have squared length $91a^2$, but the first pair gives 10.417 degrees after the subtraction and the second gives 6.009 degrees. In such a case, compare all the vectors, as in the list above.

**Smallest for these integers, not for all integers**

Take neighbouring integers $(r,r+1)$. Then $m^2+mn+n^2=3r^2+3r+1$ and $m^2+4mn+n^2=6r^2+6r+1$, so

$$
\cos\theta_r=\frac{6r^2+6r+1}{6r^2+6r+2}=1-\frac{1}{2(3r^2+3r+1)} .
$$

As $r$ grows, the cosine approaches 1 and the angle approaches zero. The pair (2, 3) already gives 13.174 degrees. There is therefore no smallest nonzero commensurate angle overall.

The geometry behind this is simple. For neighbouring integers, $\mathbf v-\mathbf v'=\mathbf a_2-\mathbf a_1$, which has length $a$. The two vectors are the equal sides of an isosceles triangle with base $a$, so

$$
a=2|\mathbf v|\sin(\theta_r/2).
$$

Within this family, a smaller twist needs a longer common vector. For any commensurate twist by a nonzero angle $\theta$ below 60 degrees, a common vector $\mathbf u$ and the layer-1 vector that is turned into it differ by a nonzero vector of layer 1. That difference is at least $a$ long, so the same triangle gives $|\mathbf u|\ge a/(2\sin(\theta/2))$.

**Why the whole bilayer repeats**

Let layer 1 be the original lattice and layer 2 the lattice turned by $\theta$. The vector $\mathbf v$ belongs to layer 1 by construction. It belongs to layer 2 because it is the turned copy of $\mathbf v'$. Each layer is unchanged by a 60 degree turn, so the turned vector

$$
\mathbf w=-2\mathbf a_1+3\mathbf a_2
$$

is common to both as well. Two independent common vectors make the bilayer periodic in the plane. The cell they span contains

$$
\left|\det\begin{pmatrix}1&2\\-2&3\end{pmatrix}\right|=3+4=7
$$

primitive cells of each layer.

Could there be a smaller common cell? Suppose the full common lattice has a cell of $N$ primitive cells. The lattice spanned by $\mathbf v$ and $\mathbf w$ is part of it, so $N$ must divide 7, and 7 is prime. If $N=1$, every site of layer 1 is a site of layer 2. Both layers have the same density, so they coincide, and the turned $\mathbf a_1$ must be one of the six shortest vectors of layer 1. That requires $\theta$ to be a multiple of 60 degrees, which it is not. Hence $N=7$, and the common lattice is triangular with constant $\sqrt7\,a$.

A direct count agrees: in a block of 196 layer-1 sites, 28 are also layer-2 sites, which is one in seven.

**What it does for the electronic structure**

The potential felt by an electron now repeats under translations by $\mathbf v$ and $\mathbf w$. Bloch's theorem applies to the bilayer as a whole, with a Brillouin zone of one seventh the area of the single-layer zone, because the zone area is inversely proportional to the cell area.

For graphene each primitive cell holds two carbon atoms. The 60 degree symmetry used above belongs to the triangular lattice of cells; turned about an atom, the honeycomb itself repeats only after 120 degrees. The repeat vectors $\mathbf v$ and $\mathbf w$ are not affected, because they depend only on the lattice of cells. The bilayer supercell holds $2\times2\times7=28$ atoms: two layers, two atoms per cell, seven cells. A tight-binding model with one orbital per atom, spin left aside, becomes a 28 by 28 matrix at each wavevector. The angle fixes the size of this problem. The band energies also need the hopping strengths within and between the layers, which the geometry does not supply, and the relative position of the two honeycombs, which the angle does not fix. Starting from two aligned sheets, turns of 21.787 and 38.213 degrees about an atom both give 28-atom cells, but the two stackings differ. With the usual distance-dependent hoppings, the first keeps two bands touching at the Dirac point and the second opens a gap of a few meV there.

**Numbers for twisted bilayer graphene**

Graphene's lattice constant is about 0.25 nm. The program takes $a=0.246$ nm as its input, and the digits below follow from that choice. The supercell constant is

$$
L=\sqrt7\,a=0.651\ \text{nm}=6.51\ \text{angstrom}.
$$

This is a large twist with a small cell. The well-known flat-band work on twisted bilayer graphene concerns angles near one degree, where the triangle relation above demands a much longer repeat.

The model assumes a perfect angle and identical layers, and a real stack meets neither condition perfectly. To judge the effect, one needs the smallest relative shift of the layers that restores the pattern up to a translation of the whole bilayer. Shift layer 2 by $\mathbf p+\mathbf q$, where $\mathbf p$ is a vector of layer 1 and $\mathbf q$ a vector of layer 2. The shift $\mathbf q$ leaves layer 2 unchanged, and layer 1 is unchanged by $\mathbf p$. The result is the old bilayer moved as a whole by $\mathbf p$.

All such sums form a lattice of their own. Two vectors of layer 2 differ by a vector of layer 1 precisely when their difference is in the common lattice. Layer 2 therefore falls into seven classes, and the lattice of sums consists of seven shifted copies of layer 1. It is seven times as dense and keeps the 60 degree symmetry, so it is triangular with spacing

$$
s=\frac{a}{\sqrt7}=0.0930\ \text{nm}.
$$

For the honeycomb, shorter shifts matter as well. Take a shift of length $s/\sqrt3=0.0537$ nm midway between two shortest restoring shifts. In three alternate directions it gives the original bilayer turned by 180 degrees, with the same bands. In the other three it gives the mirror image of the 38.213 degree stacking. The repeat distances below refer to restoration by a translation alone.

Suppose the twist is wrong by $\delta=0.1^\circ=0.001745$ rad, a rough value chosen for illustration. The angle itself moves by that 0.1 degree. A layer-2 site at distance $r$ from the axis is displaced by $2r\sin(\delta/2)\approx r\delta$. Over one supercell vector this is

$$
L\delta=0.6509\times0.001745=0.00114\ \text{nm},
$$

which is small compared with $a$. But the slip accumulates, and it reaches $s$ at

$$
\frac{s}{\delta}=\frac{0.0930}{0.001745}=53.3\ \text{nm}.
$$

The size of the slip is not enough to restore the stacking; its direction must fit as well. A small rotation moves each site at right angles to the line from the axis. The shortest restoring shifts point along $\mathbf v$ and its 60 degree turns, so the stacking completes a full repeat at 53.3 nm in the six directions midway between these. Along $\mathbf v$ itself the slip must grow to $\sqrt3\,s$, which takes about 92 nm. In the same block of 196 sites, the number of exactly coincident sites falls from 28 to 1, the one on the rotation axis; the other 27 pairs are still within about 0.01 nm of each other.

Now hold the angle at $\theta$ and stretch one layer equally in all directions by $\varepsilon=0.1$ percent, again a rough value. The angle does not change, but the lengths no longer match. The mismatch is $L\varepsilon=0.00065$ nm per supercell vector, and it reaches $s$ after $s/\varepsilon=93.0$ nm. The slip now points along the line from the axis, so the stacking repeats at this distance along $\mathbf v$ and its 60 degree turns.

In both cases a 28-atom cell still describes the local arrangement approximately, because the mismatch over one supercell vector is small everywhere. The relative shift of the layers inside that cell changes from place to place, however, so no single cell describes the whole sample. How much the bands change as the stacking drifts is a separate calculation.

Two other departures leave the angle alone. If both layers expand or contract equally, for instance when the temperature changes, $a$ cancels from $\cos\theta$, and the in-plane lengths, such as $L$ and $s$, change in proportion to $a$. If the atoms relax from their ideal positions but keep the supercell period, $\mathbf v$ and $\mathbf w$ remain the repeat vectors and the mean lattices keep their relative angle.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
lattice constant a (rough, graphene): 0.246 nm
squared length of v over a^2: 7.0000
v.v' over a^2: 6.5000
cos(theta): 0.928571
direction of v: 40.893 degrees
direction of v': 19.107 degrees
twist angle theta: 21.787 degrees
lattice vectors of this length: 12
other nontrivial angle below 60: 38.213 degrees
formula angle for (2, 3): 13.174 degrees
formula angle for (1, 4): 38.213 degrees
(1, 2) in a 120-degree basis: 60.000 degrees
supercell length: 0.6509 nm = 6.509 angstrom
layer-1 sites in test block: 196
common sites in block at theta: 28
common sites in block with twist error: 1
primitive cells per layer in supercell: 7
carbon atoms in bilayer supercell: 28
shortest pattern-repeating shift s: 0.0930 nm
twist error (rough): 0.1 degrees
mismatch per supercell vector, twist: 0.00114 nm
registry repeat distance s/delta: 53.3 nm
relative strain (rough): 0.1 percent
mismatch per supercell vector, strain: 0.00065 nm
registry repeat distance s/eps: 93.0 nm
```
